# Zitterbewegung of a free Dirac electron from the Heisenberg equations, part 2

We study the position of one free electron described by the one-particle Dirac equation, in Hartree atomic units, $\hbar=m=e=1$, with $c=137.036$. The Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2 .$$

The Hermitian matrices obey

$$\{\alpha_j,\alpha_k\}=2\delta_{jk},\qquad \{\alpha_k,\beta\}=0,\qquad \beta^2=1,$$

where $\{A,B\}=AB+BA$. On wave functions of momentum, $p_k$ multiplies and $r_k=i\,\partial/\partial p_k$. Operators move as $A(t)=e^{iHt}Ae^{-iHt}$; without a time argument they are taken at $t=0$. The velocity operator is $c\,\alpha_k$, with

$$\frac{d\alpha_k}{dt}=2i\left(c\,p_k-\alpha_k H\right).$$

This equation has the constant solution $cp_kH^{-1}$. With $E=\sqrt{c^2p^2+c^4}$, $H^{-1}=H/E^2$ and $\eta_k=\alpha_k-cp_kH^{-1}$, the position is

$$r_k(t)=r_k-\xi_k(0)+c^2p_kH^{-1}t+\xi_k(t),\qquad
\xi_k(t)=\frac{ic}{2}\eta_kH^{-1}e^{-2iHt}.$$

The oscillating operator can also be written

$$\xi_k(t)=\xi_k(0)\cos(2Et)+\frac{c}{2E}\eta_k\sin(2Et).$$

It satisfies $\xi_k(t)^2=a_k^2$, where

$$a_k=\frac{c}{2E}\sqrt{1-\frac{c^2p_k^2}{E^2}} .$$

Along the momentum this is $c^3/(2E^2)$; for $p\ll c$ it approaches $1/(2c)$ in every direction. For a spinor of unit norm at one momentum, with weights $w_\pm$ of the two energy signs,

$$|\langle\xi_k(t)\rangle|\le2\sqrt{w_+w_-}\;a_k .$$

The sign of the energy and its projectors are

$$\Lambda=\frac HE,\qquad \Lambda^2=1,\qquad P_\pm=\frac{1\pm\Lambda}{2}.$$

Since $\eta_k$ anticommutes with $H$ and $\Lambda$, $\xi_k(t)$ changes the sign of the energy, and

$$P_\pm\xi_k(t)P_\pm=0\qquad\text{for every }t .$$

Within either energy subspace the oscillation is therefore absent from the projected position, and the velocity is $\pm c^2\mathbf p/E$.

**Q.** You have removed the oscillation with a projector. Which property of the original position operator produced it?

**A.** Split $r_k$ into a part that preserves the energy sign and a part that changes it. The first is

$$P_+r_kP_++P_-r_kP_-=\tfrac12\left(r_k+\Lambda r_k\Lambda\right),$$

because the terms with a single $\Lambda$ cancel in the sum. The remainder is $\tfrac12(r_k-\Lambda r_k\Lambda)$. With $\Lambda^2=1$ it can be written as

$$\tfrac12\left(r_k\Lambda-\Lambda r_k\right)\Lambda=\tfrac12[r_k,\Lambda]\Lambda
=\frac i2\frac{\partial\Lambda}{\partial p_k}\Lambda .$$

The last equality follows from $r_k=i\partial/\partial p_k$. Now differentiate $\Lambda=H/E$, using $\partial E/\partial p_k=c^2p_k/E$:

$$\frac{\partial\Lambda}{\partial p_k}=\frac{c\alpha_k}{E}-\frac{H}{E^2}\frac{c^2p_k}{E}
=\frac cE\left(\alpha_k-cp_k\frac H{E^2}\right)=\frac cE\eta_k .$$

Hence the sign-changing part of the position is

$$\frac i2\,\frac cE\,\eta_k\frac HE=\frac{ic}{2}\eta_kH^{-1}=\xi_k(0).$$

The oscillation is the time evolution of precisely this part. It exists because the energy eigenspinors change with momentum, while $r_k$ differentiates with respect to momentum.

**Q.** Then for an electron of positive energy the sign-changing part has no effect whatever?

**A.** It has no effect on the mean position, but it contributes to the spread. Let $Z=z-\xi_z(0)$ be the sign-preserving part of $z$, and let $V=c^2p_zH^{-1}$. Then

$$z(t)^2=(Z+Vt)^2+(Z+Vt)\xi_z(t)+\xi_z(t)(Z+Vt)+\xi_z(t)^2 .$$

The two middle terms change the sign of the energy, because $Z$ and $V$ preserve it and $\xi_z$ changes it. Their expectation value vanishes in a state of one energy sign, leaving

$$\langle z(t)^2\rangle=\langle(Z+Vt)^2\rangle+\langle a_z^2\rangle .$$

The last term is constant and approaches $1/(4c^2)$ at small momentum. The rest is quadratic in time. The mean square position therefore has no oscillation at $2E$ either, although $\xi_z^2$ itself has not disappeared. The projection removes the matrix elements of $\xi_z$ within the subspace, not the operator.

**Q.** I want to see a packet whose mean position does oscillate. Choose one that lets me follow the numbers.

**A.** Take a packet that extends along $z$, with $p_x=p_y=0$ and normalization per unit transverse area. From here on $p$ means $p_z$. Its momentum distribution is a Gaussian with zero mean and width $\sigma=10$ a.u.:

$$w(p)=\frac{1}{\sqrt{2\pi}\,\sigma}e^{-p^2/(2\sigma^2)} .$$

The wave function is $\sqrt{w(p)}\,\chi$. In the standard representation, with $\beta=\mathrm{diag}(1,1,-1,-1)$ and the Pauli matrices in the off-diagonal blocks of $\alpha_k$, I choose

$$\chi=\frac1{\sqrt2}(1,0,1,0)^T .$$

Then $\alpha_z\chi=\chi$ and $\chi^\dagger\beta\chi=0$. The initial mean velocity is $c$. The initial width in position is $1/(2\sigma)=0.05$ bohr, more than ten times $1/(2c)$.

The initial mean position is zero, because $\sqrt w$ is real and vanishes at large $|p|$, so that $\int\sqrt w\,i(\sqrt w)'dp=(i/2)\int w'dp=0$.

For the drift, $\chi^\dagger H\chi=cp$ and $H^{-1}=H/E^2$ give

$$c^2p\,\chi^\dagger H^{-1}\chi=\frac{c^3p^2}{E^2}.$$

For the sine term we need

$$\chi^\dagger\eta_z\chi=1-cp\,\frac{cp}{E^2}=\frac{c^4}{E^2}.$$

The cosine term vanishes: with $\chi^\dagger\alpha_z=\chi^\dagger$,

$$\chi^\dagger\xi_z(0)\chi=\frac{ic}{2E^2}\chi^\dagger(\alpha_zH-cp)\chi
=\frac{ic}{2E^2}(cp-cp)=0 .$$

Let the brackets below denote the average over $w(p)$. The mean position is

$$\langle z(t)\rangle=\left\langle\frac{c^3p^2}{E^2}\right\rangle t
+\left\langle\frac{c^5}{2E^3}\sin(2Et)\right\rangle .$$

**Q.** Your amplitude at a given $p$ is $c^5/(2E^3)$, but the largest one along the momentum was $c^3/(2E^2)$. Where did the factor $c^2/E$ come from?

**A.** From unequal weights. They are

$$w_\pm=\chi^\dagger P_\pm\chi=\tfrac12\left(1\pm\frac{cp}E\right),$$

and therefore $2\sqrt{w_+w_-}=\sqrt{1-c^2p^2/E^2}=c^2/E$. Multiplied by $a_z=c^3/(2E^2)$, this is the amplitude just found, so the packet reaches the bound for its weights at each momentum. At $p=0$ the weights are equal and the amplitude is $1/(2c)$.

**Q.** Now show me one period.

**A.** The drift velocity is $0.71838$ a.u. Let $T=\pi/c^2$ be the period at rest. The mean position, obtained from the density of the propagated packet, divides as follows, with all lengths in $10^{-3}$ bohr:

| $t/T$ | mean $z$ | drift | oscillation |
|---|---|---|---|
| 0.25 | 3.6501 | 0.0300 | 3.6200 |
| 0.50 | 0.0304 | 0.0601 | −0.0297 |
| 0.75 | −3.5291 | 0.0901 | −3.6193 |
| 1.00 | 0.1795 | 0.1202 | 0.0594 |

At a quarter of the period, for instance, $0.0300+3.6200=3.6500$, which agrees with the mean to the rounding of the last digit. The initial velocity $c$ does not carry the packet far. After one period the displacement is about $0.18\times10^{-3}$ bohr, and two thirds of that is drift.

**Q.** The swing at a quarter period is less than $1/(2c)$, and at half a period the oscillation should be zero. Are these numerical errors?

**A.** Both follow from the spread of momenta. Expand for $p\ll c$, with $\sigma^2/c^2=100/18779=0.005325$. The average amplitude is

$$\left\langle\frac{c^5}{2E^3}\right\rangle
=\frac1{2c}\left\langle\left(1+\frac{p^2}{c^2}\right)^{-3/2}\right\rangle
\approx\frac1{2c}\left(1-\frac{3\sigma^2}{2c^2}\right).$$

The bracket on the right is $0.9920$, which gives $3.6195\times10^{-3}$ bohr, close to the $3.6200\times10^{-3}$ bohr in the table.

At $t=T/2$ the phase is $2Et\approx\pi+\pi p^2/(2c^2)$, because $2E\approx2c^2+p^2$. The sine is then about $-\pi p^2/(2c^2)$, with average $-\pi\sigma^2/(2c^2)=-0.00836$. Multiplication by $1/(2c)$ gives $-0.0305\times10^{-3}$ bohr. This leading estimate is about 3% larger in magnitude than the tabulated value. The nonzero momenta run slightly ahead of the rest frequency.

**Q.** If they run at different rates, the swing can't last.

**A.** It decays, and the rate can be estimated. For $\sigma\ll c$, replace the amplitude by $1/(2c)$ and keep $2E\approx2c^2+p^2$ in the phase. The oscillating part becomes

$$\frac1{2c}\,\mathrm{Im}\left[e^{2ic^2t}\left\langle e^{ip^2t}\right\rangle\right].$$

The average is a Gaussian integral:

$$\left\langle e^{ip^2t}\right\rangle
=\frac{1}{\sqrt{2\pi}\,\sigma}\sqrt{\frac{\pi}{1/(2\sigma^2)-it}}
=\left(1-2i\sigma^2t\right)^{-1/2}.$$

The modulus of $1-2i\sigma^2t$ is $\sqrt{1+4\sigma^4t^2}$, so the amplitude is approximately

$$A(t)=\frac1{2c}\left(1+4\sigma^4t^2\right)^{-1/4}.$$

Half the peak-to-peak swing in one rest period, after subtraction of the drift, compares with this estimate as follows:

| $t$ (a.u.) | from density (bohr) | $A(t)$ (bohr) |
|---|---|---|
| 0 | $3.620\times10^{-3}$ | $3.649\times10^{-3}$ |
| 0.005 | $3.058\times10^{-3}$ | $3.068\times10^{-3}$ |
| 0.020 | $1.797\times10^{-3}$ | $1.797\times10^{-3}$ |

At $t=0.020$ a.u., about 120 rest periods, half of the swing is left. The estimate neglects the next phase term, whose magnitude is $p^4t/(4c^2)$. At $p=\sigma$ and the last time in the table it is only $10^4\times0.020/(4\times18779)=0.0027$. Among Gaussian packets of this kind, with zero mean momentum and $\sigma\ll c$, one that is narrower in momentum keeps its oscillation longer, since the time scale is $1/(2\sigma^2)$.

**Q.** Project this same packet on positive energy. If your argument is right, the swing should disappear at once, not decay.

**A.** It does. Each energy sign carries half of the packet, because the term $cp/E$ in $w_\pm$ is odd in $p$ and averages to zero. After normalization, the mean position of either half follows a straight line over two rest periods to better than $10^{-10}$ bohr.

Sampled at 33 equally spaced times over these two periods, the unprojected packet departs from its fitted line by up to $4.0\times10^{-3}$ bohr. This exceeds the amplitude because the fitted line is tilted. In the continuous limit, a least-squares line through $\sin2\pi u$ on $-1\le u\le1$ has slope

$$\frac{\int u\sin(2\pi u)\,du}{\int u^2\,du}=\frac{-1/\pi}{2/3}=-\frac3{2\pi}.$$

At $u=1/4$ the misfit is then $1+3/(8\pi)=1.12$ amplitudes. The fit to the 33 samples gives $4.007/3.620=1.11$. With dense sampling the largest misfit rises to about $4.06\times10^{-3}$ bohr, which is $1.12$ amplitudes.

**Q.** Positive and negative energy have opposite velocities at the same momentum. Do the halves fly apart?

**A.** Their mean positions do not. The normalized momentum distributions are $w(p)(1\pm cp/E)$, and the velocities are $\pm c^2p/E$. The mean velocities are

$$\left\langle\pm\frac{c^2p}{E}\left(1\pm\frac{cp}{E}\right)\right\rangle
=\left\langle\frac{c^3p^2}{E^2}\right\rangle .$$

The term linear in $p$ averages to zero, and the product of the two signs is positive. Both halves therefore move at $0.71838$ a.u., the drift velocity of the whole packet. The positive-energy half favours positive momenta. The negative-energy half favours negative momenta, for which its velocity is positive.

**Q.** And the constant spread that you said survives the projection?

**A.** It is $1.3174\times10^{-5}$ bohr² in each half, against the limit $1/(4c^2)=1.3313\times10^{-5}$ bohr². Here $a_z^2=c^6/(4E^4)$, so to leading order the limit is reduced by the factor $1-2\sigma^2/c^2=0.989$. This agrees with the reduction of about 1%.

**Q.** Your spinor was chosen to make the effect large. What happens with the spinor of an electron at rest, $(1,0,0,0)^T$, in a packet that moves slowly?

**A.** Call this spinor $\chi_0$. It belongs to positive energy only at $p=0$. For momentum $p$ along $z$, $\chi_0^\dagger H\chi_0=c^2$, so its negative-energy weight is

$$w_-=\frac12\left(1-\frac{c^2}{E}\right)\approx\frac{p^2}{4c^2}.$$

With $w_+\approx1$ and $a_z\approx1/(2c)$, the bound on the amplitude is

$$2\sqrt{w_+w_-}\;a_z\approx\frac pc\,\frac1{2c}=\frac{p}{2c^2}\qquad(p>0).$$

At small $p/c$ this is far below $1/(2c)$. What remains comes from using a rest spinor at nonzero momentum. The positive-energy spinor for that momentum has no such oscillation.

**Q.** Where does the whole result stop being valid?

**A.** The integration needs a constant momentum. If a potential $U(\mathbf r)$ is added to $H$, then $\{U,\alpha_k\}=2U\alpha_k$ and the equation for the velocity becomes

$$\frac{d\alpha_k}{dt}=2i\left(cp_k+U\alpha_k-\alpha_kH\right),\qquad
\frac{dp_k}{dt}=-\frac{\partial U}{\partial r_k}.$$

The operator $cp_kH^{-1}$ is then no longer a constant solution, and the closed form above does not apply.

There is also a limit of interpretation. The calculation treats states of both energy signs as states of one electron. It contains neither the filled negative-energy states nor the quantized radiation field. Within this model, an oscillation of the mean position at $2E$ requires both energy signs at the same momentum. A free electron described by positive-energy states alone has a mean position that moves uniformly. The numerical output below lists the computed values used here.

## Table of computed values

```
speed of light c = 137.035999 a.u.
limiting amplitude 1/(2c) = 3.648676e-03 bohr
limiting amplitude 1/(2c) = 0.19308 pm
lowest angular frequency 2c^2 = 37557.730 a.u.
lowest angular frequency 2c^2 = 1.55269e+21 rad/s
rest period pi/c^2 = 1.672941e-04 a.u. of time
rest period pi/c^2 = 4.04665e-21 s
packet momentum width sigma = 10.0 a.u.
packet initial position width = 0.05000 bohr
packet drift velocity = 0.71838 a.u.
time/period, mean z, drift part, oscillating part (bohr):
  0.00  -3.4694e-18   0.0000e+00  -3.4694e-18
  0.25   3.6501e-03   3.0045e-05   3.6200e-03
  0.50   3.0399e-05   6.0090e-05  -2.9691e-05
  0.75  -3.5291e-03   9.0135e-05  -3.6193e-03
  1.00   1.7953e-04   1.2018e-04   5.9353e-05
time (a.u.), amplitude from density, Gaussian estimate (bohr):
  0.0000 3.62001e-03 3.64868e-03
  0.0050 3.05765e-03 3.06816e-03
  0.0200 1.79654e-03 1.79690e-03
unprojected packet: largest misfit to a line = 4.007e-03 bohr
positive energy: share of the packet = 0.500000
positive energy: velocity from density = 0.71838 a.u.
positive energy: misfit to a line below 1e-10 bohr: True
positive energy: constant part of <z^2> = 1.31743e-05 bohr^2
negative energy: share of the packet = 0.500000
negative energy: velocity from density = 0.71838 a.u.
negative energy: misfit to a line below 1e-10 bohr: True
negative energy: constant part of <z^2> = 1.31743e-05 bohr^2
limit 1/(4c^2) = 1.33128e-05 bohr^2
p/c, 2E (hartree), amplitude along p, amplitude across p (bohr):
  0.0 37557.730 3.64868e-03 3.64868e-03
  0.1 37745.052 3.61255e-03 3.63057e-03
  1.0 53114.651 1.82434e-03 2.58000e-03
```
